# Independent-particle response from Green functions in imaginary time and minimax grids: verification in Python

```python
"""
Result under test: for a gapped closed-shell independent-particle system
  chi0(r,r',i tau) = 2 G(r,r',i tau) G(r',r,-i tau),
  chi0(i omega) = 2 int_0^inf cos(omega tau) chi0(i tau) d tau  (real orbitals),
and a minimax time grid of relative error eps on [Emin, Emax] needs a number
of points growing as ln(R)/h, R = Emax/Emin, 2|Gamma(1+2 pi i/h)| = eps.
Symbols: G imaginary-time Green function; Emin, Emax smallest and largest
occupied-to-empty transition energies; t_k, w_k times and weights in
1/x ~ sum_k w_k exp(-x t_k) on 1 <= x <= R. Hartree atomic units.
Response matrices act on grid points: change of electron number at point r
per unit potential at point r'.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad_vec
from scipy.optimize import brentq, least_squares
from scipy.special import gamma


def chi_time(energies, orbitals, n_occ, tau):
    """Spin-summed response at tau > 0 as a pointwise product of G's."""
    mu = 0.5 * (energies[n_occ - 1] + energies[n_occ])
    occ, emp = orbitals[:, :n_occ], orbitals[:, n_occ:]
    g_forward = -(emp * np.exp(-(energies[n_occ:] - mu) * tau)) @ emp.conj().T
    g_backward = (occ * np.exp((energies[:n_occ] - mu) * tau)) @ occ.conj().T
    return 2 * g_forward * g_backward.T


def chi_resolvent(hamiltonian, energies, orbitals, n_occ, omega):
    """Linear response from resolvents, without a sum over empty states."""
    size = len(energies)
    chi = np.zeros((size, size))
    for i in range(n_occ):
        psi = orbitals[:, i]
        shifted = (energies[i] + 1j * omega) * np.eye(size) - hamiltonian
        chi += 4 * np.real(psi.conj()[:, None] * np.linalg.inv(shifted) * psi)
    return chi


def log_chebyshev(ratio, count):
    """Points from 1 to ratio, clustered at both ends of the log axis."""
    angle = np.linspace(0, np.pi, count)
    return np.exp(0.5 * np.log(ratio) * (1 - np.cos(angle)))


def minimax_grid(n, ratio, relative=True):
    """Best n-term exponential sum for 1/x: times, weights, error, spread."""
    dense = log_chebyshev(ratio, 4001)
    coarse = log_chebyshev(ratio, 40 * n + 1)

    def unpack(par):
        values = np.exp(np.clip(par, -60, 60))
        return values[:n], values[n:]

    def error(par, x):
        t, w = unpack(par)
        scale = x if relative else np.ones_like(x)
        return scale * (1 / x - np.exp(-np.outer(x, t)) @ w)

    def jacobian(par, x):
        t, w = unpack(par)
        scale = x if relative else np.ones_like(x)
        terms = np.exp(-np.outer(x, t)) * w * scale[:, None]
        return np.hstack([terms * np.outer(x, t), -terms])

    def peaks(err):
        cuts = np.flatnonzero(err[1:] * err[:-1] < 0) + 1
        lobes = np.split(np.arange(len(err)), cuts)
        return np.array([p[np.argmax(np.abs(err[p]))] for p in lobes])

    start_ratio = ratio if relative else min(ratio, 9.0 * n**3)
    for pad in (2.0, 3.0, 1.0, 4.0, 0.5):
        step_log = (np.log(start_ratio) + pad) / n
        log_t = -np.log(start_ratio) - pad / 2 + step_log * (np.arange(n) + 0.5)
        guess = np.concatenate([log_t, log_t + np.log(step_log)])
        fit = least_squares(error, guess, jac=jacobian, args=(coarse,),
                            method="lm", ftol=1e-14, xtol=1e-14, gtol=1e-14,
                            max_nfev=500)
        par = fit.x
        err = error(par, dense)
        idx = peaks(err)
        if len(idx) != 2 * n + 1:
            continue
        for _ in range(80):
            size = np.abs(err[idx])
            if size.max() / size.min() < 1 + 1e-7:
                break
            signs = np.sign(err[idx])
            system = np.column_stack([jacobian(par, dense[idx]), -signs])
            move = np.linalg.solve(system, -err[idx])[:-1]
            accepted = False
            for damping in 0.5 ** np.arange(18):
                trial = par + damping * move
                trial_err = error(trial, dense)
                trial_idx = peaks(trial_err)
                if (len(trial_idx) == 2 * n + 1
                        and np.abs(trial_err).max() < size.max()):
                    par, err, idx = trial, trial_err, trial_idx
                    accepted = True
                    break
            if not accepted:
                break
        size = np.abs(err[idx])
        spread = size.max() / size.min() - 1
        if spread < 1e-3:
            t, w = unpack(par)
            order = np.argsort(t)
            return t[order], w[order], size.max(), spread
    raise AssertionError(f"no equal-ripple grid for n={n}, R={ratio}")


def trapezoid_error(h):
    return 2 * abs(gamma(1 + 2j * np.pi / h))


def spacing_for(err):
    return brentq(lambda h: trapezoid_error(h) - err, 0.2, 6.0)


# --- Green-function product against a many-body density correlation ---------
rng = np.random.default_rng(1)
raw = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
h_small = 0.5 * (raw + raw.conj().T)
e_small, c_small = np.linalg.eigh(h_small)
mu_small = 0.5 * (e_small[1] + e_small[2])
lower, parity = np.array([[0.0, 1.0], [0.0, 0.0]]), np.diag([1.0, -1.0])
annihilate = []
for site in range(4):
    op = np.eye(1)
    for k in range(4):
        factor = parity if k < site else (lower if k == site else np.eye(2))
        op = np.kron(op, factor)
    annihilate.append(op)
h_fock = sum((h_small[i, j] - mu_small * (i == j))
             * annihilate[i].T @ annihilate[j]
             for i in range(4) for j in range(4))
e_fock, v_fock = np.linalg.eigh(h_fock)
ground = v_fock[:, 0]
tau_test = 0.7
evolve = (v_fock * np.exp(-(e_fock - e_fock[0]) * tau_test)) @ v_fock.conj().T
excited = np.array([c.T @ c @ ground for c in annihilate])
mean = np.real(excited @ ground.conj())
correlation = excited.conj() @ evolve @ excited.T - np.outer(mean, mean)
product = chi_time(e_small, c_small, 2, tau_test) / 2
wick_error = np.abs(product + correlation).max()
assert wick_error < 1e-11

# --- Fourier transform without time-reversal symmetry ----------------------
omega_small = 1.0


def transform_parts(tau):
    chi = chi_time(e_small, c_small, 2, tau)
    return np.array([2 * np.cos(omega_small * tau) * chi.real,
                     -2 * np.sin(omega_small * tau) * chi.imag])


parts = quad_vec(transform_parts, 0, np.inf, epsabs=1e-10, epsrel=1e-10)[0]
full_small = chi_resolvent(h_small, e_small, c_small, 2, omega_small)
assert np.abs(parts.sum(axis=0) - full_small).max() < 1e-7
cosine_miss = np.linalg.norm(parts[0] - full_small) / np.linalg.norm(full_small)
assert cosine_miss > 1e-3

# --- model crystal ----------------------------------------------------------
cells, per_cell, cell_length, v0 = 6, 16, 4.0, 0.5
points, dx = cells * per_cell, cell_length / per_cell
x_grid = dx * np.arange(points)
hop = np.roll(np.eye(points), 1, axis=0)
ham = (np.eye(points) - 0.5 * (hop + hop.T)) / dx**2
ham -= v0 * np.diag(np.cos(2 * np.pi * x_grid / cell_length))
n_occ = cells
energy, orbital = np.linalg.eigh(ham)
e_min = energy[n_occ] - energy[n_occ - 1]
e_max = energy[-1] - energy[0]
ratio_model = e_max / e_min
delta = (energy[None, n_occ:] - energy[:n_occ, None]).ravel()
pairs = np.einsum("ri,ra->iar", orbital[:, :n_occ],
                  orbital[:, n_occ:]).reshape(-1, points)


def kernel(gap, omega):
    return 2 * gap / (gap**2 + omega**2)


def chi_pairs(omega):
    return -2 * (pairs.T * kernel(delta, omega)) @ pairs


for omega in (0.5, 5.0):
    reference = chi_resolvent(ham, energy, orbital, n_occ, omega)
    assert np.abs(chi_pairs(omega) - reference).max() < 1e-9

probe = np.cos(2 * np.pi * x_grid / (cells * cell_length))


def density(strength):
    states = np.linalg.eigh(ham + strength * np.diag(probe))[1][:, :n_occ]
    return 2 * np.sum(states**2, axis=1)


field = 1e-3
slope = (density(field) - density(-field)) / (2 * field)
static = chi_pairs(0.0) @ probe
fd_error = np.linalg.norm(slope - static) / np.linalg.norm(static)
assert fd_error < 1e-3  # leading error is quadratic in field/gap

# --- chi0 from minimax times, with the operator error bound -----------------
q = 2 * np.pi / (cells * cell_length)
g_vec = 2 * np.pi / cell_length
waves = np.exp(1j * np.outer(x_grid, [q, q + g_vec]))
gaps = e_min * log_chebyshev(ratio_model, 3001)
frequencies = (0.0, 0.5, 5.0)
eta_table, ripple, elements = {}, {}, {}
naive = {}
row_sum = 0.0
for n in (2, 4, 6, 8):
    t, w, ripple[n], spread = minimax_grid(n, ratio_model)
    tau = t / e_min
    chi_tau = np.array([chi_time(energy, orbital, n_occ, s) for s in tau])
    row_sum = max(row_sum, np.abs(chi_tau.sum(axis=2)).max())
    if n == 6:
        shown_grid = (tau, 2 * w / e_min)
    for omega in frequencies:
        basis = np.exp(-np.outer(gaps, tau)) / kernel(gaps, omega)[:, None]
        static_weights = 2 * w / e_min
        if omega == 0:
            weights = static_weights
        else:
            weights = np.linalg.lstsq(basis, np.ones(len(gaps)), rcond=None)[0]
            plain = static_weights * np.cos(omega * tau)
            naive[n, omega] = np.abs(basis @ plain - 1).max()
        eta = np.abs(basis @ weights - 1).max()
        eta_table[n, omega] = eta
        chi_grid = np.einsum("k,krs->rs", weights, chi_tau)
        chi_ref = chi_pairs(omega)
        difference = chi_grid - chi_ref
        floor = -1e-9 * np.linalg.norm(chi_ref)
        for sign in (1, -1):
            bound = -1.001 * eta * chi_ref + sign * difference
            assert np.linalg.eigvalsh(0.5 * (bound + bound.T)).min() > floor
        el_grid = waves.conj().T @ chi_grid @ waves / cells
        el_ref = waves.conj().T @ chi_ref @ waves / cells
        assert np.abs(el_ref.imag).max() < 1e-9
        limit = eta * np.sqrt(abs(el_ref[0, 0] * el_ref[1, 1]))
        assert abs(el_grid[0, 1] - el_ref[0, 1]) < 1.001 * limit + 1e-9
        elements[n, omega] = (el_ref.real, el_grid.real)
assert row_sum < 1e-10
assert eta_table[8, 0.0] < 0.1 * eta_table[2, 0.0]
assert eta_table[8, 0.5] < 0.2 * eta_table[2, 0.5]
assert eta_table[8, 5.0] < eta_table[2, 5.0]
assert naive[8, 5.0] > eta_table[8, 5.0]

# --- trapezoidal law in log time --------------------------------------------
h_test = 1.2
u = h_test * np.arange(-40, 12)
x_period = np.exp(np.linspace(0, h_test, 400))
xt = np.outer(x_period, np.exp(u))
trap_measured = np.abs(h_test * np.sum(xt * np.exp(-xt), axis=1) - 1).max()
assert abs(trap_measured / trapezoid_error(h_test) - 1) < 1e-2

# --- grid size against R at fixed tolerance, for both error norms -----------
eps = 1e-3
h_eps = spacing_for(eps)
ratios = [10.0**k for k in range(1, 7)]
needed = {}
for relative in (True, False):
    for ratio in ratios:
        n = max(1, int(np.log(ratio) / h_eps) - 1) if relative else 2
        result = minimax_grid(n, ratio, relative)
        assert result[2] > eps  # the search starts below the answer
        while result[2] > eps:
            n += 1
            result = minimax_grid(n, ratio, relative)
        needed[relative, ratio] = (n, result)
growth = needed[True, 1e6][0] - needed[True, 1e2][0]
growth_law = np.log(1e4) / h_eps
assert abs(growth - growth_law) < 1.5  # integer rounding at both ends
assert needed[False, 1e5][0] == needed[False, 1e6][0]
assert abs(needed[False, 1e5][1][2] / needed[False, 1e6][1][2] - 1) < 2e-3

n_wide, wide = needed[True, 1e6]
steps = np.diff(np.log(wide[0]))
middle = len(steps) // 2
h_middle = np.mean(steps[middle - 1:middle + 2])
h_ripple = spacing_for(wide[2])
assert abs(h_middle / h_ripple - 1) < 0.05

share = eps / 3
h_cut = spacing_for(share)
u_cut = np.arange(np.log(share / 1e6), np.log(np.log(1 / share)) + h_cut, h_cut)
xt = np.outer(log_chebyshev(1e6, 3001), np.exp(u_cut))
cut_error = np.abs(h_cut * np.sum(xt * np.exp(-xt), axis=1) - 1).max()
assert cut_error < 1.01 * eps and n_wide < len(u_cut)

# --- uniform time grid for comparison ---------------------------------------
step = np.sqrt(12 * eps) / ratio_model
n_uniform = int(np.ceil(np.log(1 / eps) / step))
uniform_error = 0.0
for x in (1.0, ratio_model):
    total = step * (0.5 + np.exp(-x * step * np.arange(1, n_uniform + 1)).sum())
    uniform_error = max(uniform_error, abs(x * total - 1))
assert abs(uniform_error / eps - 1) < 0.1

# --- output -----------------------------------------------------------------
ev = physical_constants["Hartree energy in eV"][0]
print(f"Fock-space test of G*G, largest error: {wick_error:.1e}")
print(f"Complex H, omega=1: cosine-only relative error {cosine_miss:.3f}")
print(f"Crystal: {cells} cells, a={cell_length} bohr, V0={v0} hartree")
print(f"Grid points {points}, spacing {dx} bohr, occupied {n_occ}")
print(f"Emin (gap) = {e_min:.5f} hartree = {e_min * ev:.3f} eV")
print(f"Emax = {e_max:.4f} hartree; R = {ratio_model:.3f}")
print(f"Occupied-empty pairs: {len(delta)}")
print(f"Static density finite-difference relative error: {fd_error:.1e}")
print(f"Largest row sum of chi0(i tau): {row_sum:.1e} 1/hartree")
print("Minimax grid N=6: tau (1/hartree), static weight (1/hartree)")
for time, weight in zip(*shown_grid):
    print(f"  {time:.6f}  {weight:.6f}")
print("Relative error eta at omega = 0, 0.5, 5 hartree")
for n in (2, 4, 6, 8):
    row = "  ".join(f"{eta_table[n, om]:.3e}" for om in frequencies)
    print(f"  N={n}: {row}")
print("Static weights times cosine, N=8, omega = 0.5, 5 hartree:")
print(f"  eta = {naive[8, 0.5]:.3e}, {naive[8, 5.0]:.3e}")
print("chi0 per cell (1/hartree), pair sum then N=8 grid")
for omega in frequencies:
    ref, grid = elements[8, omega]
    print(f"  omega={omega}: head {ref[0, 0]:.6f}, {grid[0, 0]:.6f}")
    print(f"    local-field (q,q+G) {ref[0, 1]:.6f}, {grid[0, 1]:.6f}")
print(f"Trapezoid h={h_test}: error {trap_measured:.4e}, "
      f"Gamma law {trapezoid_error(h_test):.4e}")
print(f"Tolerance {eps}: h = {h_eps:.4f}, "
      f"points per decade of R = {np.log(10) / h_eps:.3f}")
print("R: N and error (relative norm); N and error (absolute norm)")
for ratio in ratios:
    n_rel, rel = needed[True, ratio]
    n_abs, absolute = needed[False, ratio]
    print(f"  {ratio:.0e}: {n_rel}, {rel[2]:.3e}; {n_abs}, {absolute[2]:.3e}")
print(f"Growth of N, R=1e2 to 1e6: {growth}; law {growth_law:.2f}")
print(f"R=1e6 log-time spacing: middle {h_middle:.4f}, "
      f"from ripple {h_ripple:.4f}")
print(f"R=1e6 cut trapezoid: N={len(u_cut)}, error {cut_error:.2e}")
print(f"Uniform grid, crystal R: N={n_uniform}, error {uniform_error:.2e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Fock-space test of G*G, largest error: 6.3e-17
Complex H, omega=1: cosine-only relative error 0.034
Crystal: 6 cells, a=4.0 bohr, V0=0.5 hartree
Grid points 96, spacing 0.25 bohr, occupied 6
Emin (gap) = 0.49460 hartree = 13.459 eV
Emax = 32.1922 hartree; R = 65.088
Occupied-empty pairs: 540
Static density finite-difference relative error: 4.8e-07
Largest row sum of chi0(i tau): 2.5e-16 1/hartree
Minimax grid N=6: tau (1/hartree), static weight (1/hartree)
  0.023483  0.122997
  0.135941  0.346536
  0.407313  0.801870
  1.043632  1.909190
  2.585548  4.681292
  6.478553  12.297617
Relative error eta at omega = 0, 0.5, 5 hartree
  N=2: 1.617e-01  2.178e-01  4.509e-01
  N=4: 6.299e-03  2.189e-02  1.446e-01
  N=6: 2.188e-04  2.781e-03  1.633e-02
  N=8: 7.219e-06  1.699e-04  1.951e-03
Static weights times cosine, N=8, omega = 0.5, 5 hartree:
  eta = 1.452e-02, 4.912e+01
chi0 per cell (1/hartree), pair sum then N=8 grid
  omega=0.0: head -0.333636, -0.333637
    local-field (q,q+G) -0.605291, -0.605292
  omega=0.5: head -0.197558, -0.197572
    local-field (q,q+G) -0.391901, -0.391922
  omega=5.0: head -0.005292, -0.005293
    local-field (q,q+G) -0.015692, -0.015694
Trapezoid h=1.2: error 3.0750e-03, Gamma law 3.0739e-03
Tolerance 0.001: h = 1.0483, points per decade of R = 2.197
R: N and error (relative norm); N and error (absolute norm)
  1e+01: 4, 1.731e-04; 3, 7.145e-04
  1e+02: 6, 4.646e-04; 5, 2.274e-04
  1e+03: 8, 7.182e-04; 5, 6.385e-04
  1e+04: 10, 9.183e-04; 5, 6.428e-04
  1e+05: 13, 5.201e-04; 5, 6.428e-04
  1e+06: 15, 6.484e-04; 5, 6.428e-04
Growth of N, R=1e2 to 1e6: 9; law 8.79
R=1e6 log-time spacing: middle 0.9998, from ripple 0.9997
R=1e6 cut trapezoid: N=27, error 4.27e-04
Uniform grid, crystal R: N=4105, error 1.00e-03
ALL CHECKS PASSED
```
